# Lateral decay of oxidant in a thin pad oxide under nitride

A pad oxide 15 nm thick, lying between silicon and an impermeable nitride mask, carries oxidant sideways with a decay length of 43 nm. The parameters are rough values for wet oxidation of (111) silicon near 1000 °C. The oxidant diffusivity $D$ and the interface reaction velocity $k$ define one length of their own, $D/k=120$ nm. The decay length is neither this length nor the oxide thickness $d$. It lies close to their geometric mean,

$$
L=\sqrt{d\,\frac{D}{k}}=\sqrt{\frac{Dd}{k}}=\sqrt{15\times120}\ \text{nm}=42.4\ \text{nm}.
$$

This appendix derives the square-root law, gives the correction for finite thickness, and states when the result may be used in an oxidation model.

## Geometry and assumptions

Let $x$ run along the wafer, with the mask covering $x>0$, and let $y$ run upward from the silicon. The oxide fills $0<y<d$. The structure is uniform in the third direction. $C(x,y)$ is the number of oxidant molecules per volume of oxide.

For the moment $d$ is fixed and the layer is flat. $D$ and $k$ are constants, and the concentration is quasi-steady: it has settled to the profile that belongs to the present thickness. Conservation of oxidant then gives

$$
\frac{\partial^2 C}{\partial x^2}+\frac{\partial^2 C}{\partial y^2}=0 .
$$

The mask is taken neither to pass nor to consume oxidant. Real nitride oxidises slowly in steam. An uptake velocity $k'$ at the mask replaces $k$ by $k+k'$ in the thin-layer length derived below, so $k'=0.03\,k$ would shorten it by about 1.5 %, comparable to the finite-thickness correction. For the ideal mask, at $x>0$,

$$
\frac{\partial C}{\partial y}=0\quad\text{at } y=d .
$$

At the silicon the reaction consumes $kC$ molecules per area and time. The diffusive flux in the downward direction is $+D\,\partial C/\partial y$, because the flux in the upward direction is $-D\,\partial C/\partial y$. Hence

$$
D\frac{\partial C}{\partial y}=kC\quad\text{at } y=0 .
$$

The mask is taken to be much wider than the decay length, so $C$ must remain bounded as $x\to\infty$.

The dimensionless number that measures thickness is

$$
h=\frac{kd}{D}.
$$

It compares the resistance to diffusion across the layer, $d/D$, with the resistance of the reaction, $1/k$. A "small thickness" means $h\ll1$, or $d\ll D/k$. In the example $h=15/120=0.125$.

## The thin-layer law

Define the average over the thickness and the value at the silicon,

$$
\bar C(x)=\frac1d\int_0^d C(x,y)\,dy,\qquad C_s(x)=C(x,0).
$$

Integrate the diffusion equation over $y$. The first term gives $d\,\bar C''$, where a prime denotes $d/dx$. The second gives the difference of the vertical gradients at the two surfaces:

$$
d\,\bar C''+\left.\frac{\partial C}{\partial y}\right|_{y=d}-\left.\frac{\partial C}{\partial y}\right|_{y=0}=0 .
$$

The gradient at the mask is zero and the gradient at the silicon is $kC_s/D$. Therefore

$$
D d\,\bar C''=kC_s .
$$

No assumption about $h$ has been made in this balance. It becomes a closed equation once $C_s$ is related to $\bar C$.

For a thin layer, the vertical flux falls from $kC_s$ at the silicon to zero at the mask. Since $C$ varies little across the layer, $\partial^2C/\partial x^2$ is nearly independent of $y$, and so is $\partial^2C/\partial y^2$. The vertical gradient is then linear:

$$
\frac{\partial C}{\partial y}\simeq\frac{kC_s}{D}\left(1-\frac yd\right),
\qquad
C\simeq C_s+\frac{kC_s}{D}\left(y-\frac{y^2}{2d}\right).
$$

Averaging $y$ gives $d/2$, and averaging $y^2/(2d)$ gives $d/6$. Their difference is $d/3$, so

$$
\bar C\simeq C_s\left(1+\frac h3\right).
$$

To leading order in $h$ the two concentrations are equal. The balance becomes

$$
\bar C''=\frac{k}{Dd}\,\bar C=\frac{\bar C}{L^2},
\qquad L=\sqrt{\frac{Dd}{k}} .
$$

Its solutions are $e^{x/L}$ and $e^{-x/L}$. Boundedness removes the growing one, which leaves

$$
\bar C(x)=\bar C(0)\,e^{-x/L}.
$$

The law has a simple reading. A column of oxide of unit area holds $d\,\bar C$ molecules and loses about $k\bar C$ per unit time, so a molecule survives for about $d/k$. In that time it diffuses a distance of order $\sqrt{D\,d/k}$. A thicker layer stores more oxidant above each unit of reacting surface, and the oxidant travels farther before it is consumed.

## All modes of a layer of any thickness

The thin-layer argument does not show how quickly the exponential sets in near the mask edge, nor how large its error is. Both follow from separating variables. Put $C=Y(y)e^{-qx}$ with $q>0$. The diffusion equation requires $Y''=-q^2Y$, where the primes on $Y$ denote $d/dy$. The solution with zero slope at $y=d$ is

$$
Y=\cos[q(d-y)] .
$$

Its derivative is $Y'=q\sin[q(d-y)]$; the minus sign from the cosine cancels the one from the inner derivative. The condition at the silicon is $Dq\sin(qd)=k\cos(qd)$. With $z=qd$ this reads

$$
z\tan z=h .
$$

On $(0,\pi/2)$ the left side rises from zero to infinity, so there is one root $z_1$. On $(\pi/2,\pi)$ it is negative and there is no root. The next root $z_2$ lies between $\pi$ and $3\pi/2$, and later roots are larger still.

The vertical functions $Y_n$ are the complete orthogonal set of a Sturm–Liouville problem, so the field under the mask is

$$
C(x,y)=\sum_{n=1}^{\infty}a_n\cos\!\left[z_n\left(1-\frac yd\right)\right]e^{-z_nx/d}.
$$

The coefficient $a_1$ is the overlap of $C(0,y)$ with $Y_1$, divided by the positive integral of $Y_1^2$. Since $z_1<\pi/2$, $Y_1$ is positive throughout the layer. A concentration at the edge that is nowhere negative and not identically zero thus gives $a_1>0$. The slowest mode is present whatever the details of the edge.

The decay length far from the edge is

$$
\lambda=\frac d{z_1},
$$

while every other mode has a length below $d/\pi$. In the example $z_1=0.3464$, so $\lambda=15/0.3464=43.3$ nm. The second mode decays over 4.7 nm. A single exponential therefore describes the profile beyond an entry region a few times 4.7 nm long.

## Size of the finite-thickness correction

From the definitions, $\lambda^2=d^2/z^2$ and $L^2=d^2/h$, where $z$ now stands for $z_1$. The root condition gives $1/h=\cot z/z$. Subtracting,

$$
\lambda^2-L^2=d^2\left(\frac1{z^2}-\frac{\cot z}{z}\right)
=d^2\,\frac{1-z\cot z}{z^2}.
$$

The last fraction can be bounded. Take the logarithmic derivative of the product $\sin z=z\prod_{n\ge1}[1-z^2/(n^2\pi^2)]$:

$$
\cot z=\frac1z-\sum_{n=1}^{\infty}\frac{2z}{n^2\pi^2-z^2},
\qquad
\frac{1-z\cot z}{z^2}=\sum_{n=1}^{\infty}\frac{2}{n^2\pi^2-z^2}.
$$

Each term of the last sum increases with $z$ on $(0,\pi/2)$. At $z\to0$ the sum is $(2/\pi^2)(\pi^2/6)=1/3$. At $z=\pi/2$ the cotangent vanishes and the fraction is $4/\pi^2$. For every positive $h$, then,

$$
L^2+\frac{d^2}{3}<\lambda^2<L^2+\frac{4d^2}{\pi^2}.
$$

Dividing by $L^2$ and using $d^2/L^2=h$ shows that $\lambda/L\to1$ as $h\to0$, which proves the square-root law. To first order the coefficient of $d^2$ is $1/3$, and

$$
\lambda\simeq L\sqrt{1+\frac h3}\simeq L\left(1+\frac h6\right).
$$

The correction is the vertical drop found earlier. In the slowest mode $\bar C/C_s=(\sin z/z)/\cos z=\tan z/z$. Since $\tan z=h/z$, this equals $h/z^2=\lambda^2/L^2$. The silicon sees less oxidant than the average, consumption is weaker than the thin-layer equation assumes, and the decay is slower. For the pad oxide the bounds are 43.30 and 43.49 nm, and $L$ is too short by 2 % of $\lambda$.

In the opposite limit, $h\gg1$, the root approaches $\pi/2$ and

$$
\lambda\to\frac{2d}{\pi}.
$$

The reaction is then so fast that the silicon acts as a perfect sink. The decay length is set by geometry and no longer depends on $D$ or $k$.

These results were tested against a two-dimensional finite-volume solution that assumes no exponential. It includes open oxide of thickness $d$ beside the mask, extending $4d$ from the edge, with its upper surface held at the solubility $C^*$. The decay length was read from $\bar C$ between $x=4d$ and $x=4d+2L$, with 16 cells across the layer.

| $h$ | $\lambda/L$, two-dimensional | $\lambda/L$, root | $1+h/6$ |
|---:|---:|---:|---:|
| 0.030 | 1.005 | 1.005 | 1.005 |
| 0.125 | 1.021 | 1.021 | 1.021 |
| 1.000 | 1.163 | 1.162 | 1.167 |
| 3.000 | 1.453 | 1.453 | 1.500 |

At $h=3$ the true length is 45 % greater than $L$, and the simple law is no longer useful.

## Formulas for implementation

For a thin pad oxide, use $L$. If $h$ is not small, the closed form

$$
\lambda_{\rm a}=\sqrt{\frac{Dd}{k}+\frac{d^2}{3}}
$$

is a convenient replacement. It is the lower bound, so it errs on the short side. Dividing it by the upper bound gives a ratio that decreases with $h$ towards $\sqrt{\pi^2/12}=0.907$. Its error is therefore below 9.4 % of $\lambda$ for any $h$.

If more accuracy is needed, solve $z\sin z-h\cos z=0$ by bisection on $(0,\pi/2)$. The left side is $-h$ at one end and $\pi/2$ at the other, and the interval holds one root. This form avoids the divergence of the tangent.

The ratio $D/k$ can be taken from oxidation of an open, flat surface, provided the growth follows the linear-parabolic law derived below down to the pad thickness. In dry oxygen the first few tens of nanometres grow faster than this law, so a fit to thicker dry oxide should not be used for a thin pad. Let $X$ be the oxide thickness there, and neglect any resistance in the gas. In steady flow $D(C^*-C_s)/X=kC_s$, so $C_s=C^*/(1+kX/D)$. If $N$ oxidant molecules are used per volume of oxide grown,

$$
\frac{dX}{dt}=\frac{kC_s}{N}=\frac{v}{1+kX/D},\qquad v=\frac{kC^*}{N}.
$$

Multiply by $1+kX/D$, integrate from $X=d$ at $t=0$, and obtain

$$
vt=(X-d)+\frac{k}{2D}(X^2-d^2).
$$

Multiplication by $2D/k$ gives the linear-parabolic form $X^2+AX=Bt+\text{constant}$, with $A=2D/k$ and $B=2DC^*/N$. Thus

$$
L=\sqrt{\frac{Ad}{2}} .
$$

The solubility cancels from $L$. It affects how fast oxide grows, but not how far the oxidant reaches at a given thickness.

A mask of finite width $W$, supplied equally from both edges, needs both exponentials. In the thin-layer limit the solution of $\bar C''=\bar C/L^2$ that is symmetric about the centre, $x=W/2$, is

$$
\frac{\bar C(x)}{\bar C(0)}=\frac{\cosh[(W/2-x)/L]}{\cosh[W/(2L)]}.
$$

The value at the centre is $1/\cosh[W/(2L)]$ of the edge value. The single exponential applies near one edge when $W\gg2L$. This formula also needs $W\gg d$, so that the entry regions remain separate.

## Amplitude at the mask edge

The decay length does not fix the amplitude. In the two-dimensional solution for $h=0.125$, the slowest mode extrapolated back to $x=0$ has an average concentration of $0.83\,C^*$. The values are 0.825 with 16 cells across the layer and 0.828 with 32.

Part of the deficit exists far out in the open oxide. There the concentration falls linearly from $C^*$ at the top to $C^*/(1+h)=0.89\,C^*$ at the silicon, with an average of $0.94\,C^*$. In addition, the current that feeds the masked region must be collected near the edge. That current is about $Dd\,\bar C/\lambda$ per unit length of edge. Driving it through a distance of order $d$ costs a concentration difference of order $\bar C d/\lambda$, which is not negligible for $d/\lambda=0.35$. This estimate gives the scale of the remaining deficit, not its value.

The growth rate under the mask follows from the concentration at the silicon. The two-dimensional solution gives $\bar C/C_s=1.042$, so the extrapolated interface value is $0.83/1.042\simeq0.80$ of $C^*$. With the parameters below, $v=0.341$ nm/s, and the initial growth rate beyond the entry region is

$$
vC_s/C^*\simeq(0.27\ \text{nm/s})\,e^{-x/\lambda}.
$$

## When the profile is quasi-steady

During oxidation the concentration must adjust faster than the thickness changes. A deviation from the steady profile obeys $\partial C/\partial t=D\nabla^2C$ with the same conditions at the mask and the silicon. A component varying as $\cos[z_n(1-y/d)]\sin(px)$ decays at the rate

$$
\gamma=D\left(\frac{z_n^2}{d^2}+p^2\right)\ge\frac{D z_1^2}{d^2}=\frac D{\lambda^2}.
$$

The slowest relaxation time is thus $\lambda^2/D$. For a masked strip of finite length, $p$ cannot reach zero and the lowest rate is slightly higher. The two-dimensional solution gives a rate 2.4 % above $D/\lambda^2$.

The example uses $D=6\times10^4$ nm²/s and $k=500$ nm/s, so the relaxation time is $43.3^2/(6\times10^4)=0.031$ s. The solubility is $C^*=3\times10^{19}$ cm⁻³ and $N=4.4\times10^{22}$ cm⁻³. The growth rate at full concentration is

$$
v=500\times\frac{3\times10^{19}}{4.4\times10^{22}}\ \text{nm/s}=0.341\ \text{nm/s}.
$$

At this rate 15 nm of oxide is added in 44 s. The relaxation time is more than a thousand times shorter. Several decay lengths from the edge the concentration takes a few relaxation times to settle, which is still far less than 44 s. The separation comes from $C^*\ll N$: in the thin-layer limit $\lambda^2/D\simeq d/k$, and the ratio of the two times is $(d/k)/(d/v)=v/k=C^*/N$.

## Thickening of the oxide

Quasi-steadiness justifies the profile at each instant, but it does not make $d$ constant. For a slowly varying thickness $d(x,t)$ the thin-layer balance becomes

$$
D\frac{\partial}{\partial x}\left(d\,\frac{\partial\bar C}{\partial x}\right)=k\bar C,
\qquad
\frac{\partial d}{\partial t}=v\,\frac{\bar C}{C^*}.
$$

The first equation equates the loss of lateral current with consumption; $d$ stays inside the derivative because the current is $-Dd\,\partial\bar C/\partial x$. The second assumes that the nitride lifts freely.

This pair was solved with $\bar C=C^*$ held at the edge. The distance at which $\bar C$ falls to $1/e$ of its edge value is initially 42 nm. It is 57 nm when the thickness at the edge has doubled after 44 s. A uniform 30 nm layer would give $\sqrt2\,L=60$ nm. Because the real edge concentration is below $C^*$, 44 s is an underestimate of the doubling time.

The planar growth formula gives the duration of a full field oxidation to 500 nm:

$$
t=\frac{485+(500^2-15^2)/240}{0.341}\ \text{s}\simeq75\ \text{min}.
$$

This is about 100 doubling times. The value of 43 nm consequently describes the onset of oxidation. A uniform layer 500 nm thick under a mask would have $h=4.2$, $L=245$ nm and $\lambda=392$ nm. This is a scale for the late stage, not a prediction of the final oxide shape, because the layer under the mask is a wedge.

## Comparison with a real mask process

The example represents local oxidation of silicon, in which a nitride mask over a pad oxide defines the field regions. It has a pad of 15 nm, a field oxide of 500 nm and wet oxidation near 1000 °C, and the transport parameters are rough values. The tapered oxide under the mask edge, the bird's beak, is roughly several hundred nanometres long for such a field oxide. The initial length $L=0.042$ µm is far smaller. Of the effects estimated here, the change of thickness is the largest: it changes the reach by a factor of 1.35 by the first doubling, and, for a uniform layer as thick as the field oxide, $\lambda$ by about nine and $L$ by about six.

With $d$ held at 15 nm, each of the following changes, with the pressure at 0.1 GPa, alters $L$ by a factor below two, well below the late-stage factor of about six in $L$ (245 nm against 42 nm):

- **Stress.** Suppose a pressure $P$ multiplies $k$ by $e^{-PV_k/k_BT}$ and $D$ by $e^{-PV_D/k_BT}$. Then $L$ is multiplied by $e^{-P(V_D-V_k)/(2k_BT)}$. For an assumed pressure of 0.1 GPa and assumed activation volumes $V_k=12.5$ Å³ and $V_D=75$ Å³, $L$ falls to 36 nm. The effect grows exponentially with pressure: at 0.5 GPa the same volumes would give 17 nm, and at 1 GPa 7 nm, a change as large as that from late-stage thickening. Thickness is therefore the largest effect only at the lower pressures. Stress that slowed the reaction alone would instead lengthen $L$. The resistance of a stiff nitride to lifting also limits the wedge, which this estimate leaves out.
- **Orientation.** The value of $k$ used here is close to that of (111) silicon. On a (100) face $k$ is smaller by a factor of roughly 1.7, and $L$ is longer by $\sqrt{1.7}$, about 55 nm. If $k$ were instead 1.7 times larger than the value used, $L$ would be shorter by the same factor, 33 nm.
- **Temperature.** If the activation energy of $k$ exceeds that of $D$ by about 1.2 eV, cooling slows the reaction more than diffusion. At 900 °C, $L$ rises by a factor of 1.59 to 68 nm.

For a process simulation, $L$ is suitable for estimating the initial reach and for choosing a lateral mesh that resolves it. Near the mask edge the mesh must also resolve the pad thickness $d$, or the amplitude will be wrong. Thinning the pad shortens this initial reach as $\sqrt d$, provided $D$, $k$ and the stress stay fixed and $h\ll1$. The final beak requires the evolving thickness and the mechanics of the mask. The parameters and computed values are collected in the numerical output that follows.

## Numbers as computed

```
INPUTS (rough typical values)
temperature = 1000 C
diffusivity D = 6.0e-10 cm2/s = 6.0e+04 nm2/s
reaction velocity k = 5.0e-05 cm/s = 500 nm/s
pad oxide thickness d = 15.0 nm
oxidant solubility = 3.0e+19 cm^-3
oxidant used per oxide volume = 4.4e+22 cm^-3
DECAY LENGTH / L: two-dimensional solution, root, 1 + h/6
h = 0.030: 1.0050, 1.0050, 1.0050
h = 0.125: 1.0208, 1.0208, 1.0208
h = 1.000: 1.1627, 1.1623, 1.1667
h = 3.000: 1.4533, 1.4525, 1.5000
RESULTS FOR THE PAD OXIDE
D/k = 120.0 nm
h = k d/D = 0.1250
thin-layer length L = 42.43 nm = 0.0424 um
lowest root z = 0.34635
full decay length lam = 43.31 nm
lower bound on lam = 43.30 nm
upper bound on lam = 43.49 nm
decay length of second mode = 4.72 nm
average / interface concentration, 2D = 1.0420
1 + h/3 = 1.0417
edge amplitude / open-surface value: 0.825 (16 cells), 0.828 (32 cells)
TIME SCALES
oxidant relaxation time lam^2/D = 0.0313 s
slowest rate, 2D / root value = 1.0243
growth rate at full concentration = 0.341 nm/s
thickness doubling time at mask edge = 44.0 s
NEGLECTED EFFECTS
1/e reach at start, thin-layer model = 42.43 nm
1/e reach when edge thickness has doubled = 57.28 nm
time to grow 500 nm field oxide = 75 min
field time / doubling time = 102
lam in a uniform 500 nm layer = 392 nm
L in a uniform 500 nm layer = 245 nm
stress: pressure = 0.1 GPa, activation volumes k 12.5, D 75.0 A^3
L under this stress = 35.5 nm (factor 0.837)
orientation: k(111)/k(100) = 1.7, L = 32.5 nm
activation energy of k minus that of D = 1.2 eV
L at 900 C = 67.6 nm (factor 1.594)
```
